# The Matsubara Pole Sum of the Fermi Function and Its Truncation Error: verification in Python

```python
"""
Result under test: the Matsubara pole sum of the Fermi function
    f(x) = 1/(1+exp(u)) = 1/2 - sum_{k>=1} 2u/((2k-1)^2 pi^2 + u^2),  u = beta*x,
and its truncation error after P pole pairs, for u > 0:
    L*(1 - (1+u^2/pi^2)/(4P(P+1))) < f_P - f < L,   L = u/(2 pi^2 P).
x: energy from the chemical potential mu; beta = 1/(k_B T);
poles of f lie at x = +-i*omega_k with omega_k = (2k-1)*pi/beta.
The example is an open tight-binding chain, energies in eV, one spin.
"""
import numpy as np
import mpmath as mp
from scipy.special import expit

pi = np.pi


def fermi(u):
    return expit(-u)


def pole_sum(u, pairs):
    """Truncated pole sum for a scalar u."""
    odd = 2.0 * np.arange(1, pairs + 1) - 1.0
    return 0.5 - np.sum(2.0 * u / ((odd * pi) ** 2 + u * u))


def leading_error(u, pairs):
    return u / (2 * pi**2 * pairs)


def remainder_bound(u, pairs):
    """Bound on the error left after subtracting the leading error."""
    u = np.abs(u)
    return u * (1 + (u / pi) ** 2) / (8 * pi**2 * pairs**2 * (pairs + 1))


# Fermi function written with tanh
for u in (-7.0, -0.4, 0.0, 2.3, 15.0):
    assert abs(1 / (1 + np.exp(u)) - 0.5 + 0.5 * np.tanh(u / 2)) < 1e-14

# Residue of tanh at its poles, from a small circle around each
phase = np.exp(2j * pi * np.arange(64) / 64)
for k in (1, 2, 5):
    centre = 1j * (k - 0.5) * pi
    residue = np.mean(np.tanh(centre + 0.5 * phase) * 0.5 * phase)
    assert abs(residue - 1) < 1e-12

# Contour integral over the square: quadrature against the sum of residues
nodes, weights = np.polynomial.legendre.leggauss(240)
y = 1.3
for N in (1, 2, 3):
    corners = N * pi * np.array([-1 - 1j, 1 - 1j, 1 + 1j, -1 + 1j, -1 - 1j])
    integral = 0.0
    for start, end in zip(corners[:-1], corners[1:]):
        z = (start + end) / 2 + nodes * (end - start) / 2
        assert np.max(np.abs(np.tanh(z))) <= 1 / np.tanh(N * pi) + 1e-12
        integral += np.sum(weights * np.tanh(z) / (z * z - y * y)) * (end - start) / 2
    integral /= 2j * pi
    residues = np.tanh(y) / y - sum(
        2 / (((k - 0.5) * pi) ** 2 + y * y) for k in range(1, N + 1))
    assert abs(integral - residues) < 1e-10
    assert abs(integral) <= 4 * N / np.tanh(N * pi) / ((N * pi) ** 2 - y * y)

# Infinite partial-fraction series against tanh
for y in (0.3, 1.7):
    series = mp.nsum(lambda k: 2 * y / (((k - 0.5) * mp.pi) ** 2 + y * y), [1, mp.inf])
    assert abs(series - mp.tanh(y)) < 1e-9

# Two-sided error bounds, including cases far outside the asymptotic regime
for u in (0.1, 1.0, 5.0, 25.0, 100.0):
    for pairs in (1, 2, 10, 100, 1000):
        error = pole_sum(u, pairs) - fermi(u)
        upper = leading_error(u, pairs)
        assert upper - remainder_bound(u, pairs) < error < upper
        assert abs(pole_sum(-u, pairs) - fermi(-u) + error) < 1e-13

# At fixed P the error tends to 1/2 for large u
far_error = pole_sum(1e6, 100) - fermi(1e6)
assert abs(far_error - 0.5) < 1e-3

# Poles of one half-plane alone: imaginary part grows logarithmically
def half_plane_imag(u, pairs):
    matsubara = (2 * np.arange(1, pairs + 1) - 1) * pi
    return np.sum(1 / (u - 1j * matsubara)).imag

growth = half_plane_imag(2.0, 10000) - half_plane_imag(2.0, 1000)
assert abs(growth - np.log(10) / (2 * pi)) < 1e-5

# Worked example: open chain
sites, hopping, mu, kT = 40, -1.0, -0.5, 0.1
beta = 1 / kT
H = hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
shifted = H - mu * np.eye(sites)
levels, orbitals = np.linalg.eigh(shifted)
exact = (orbitals * fermi(beta * levels)) @ orbitals.T
edge = np.max(np.abs(levels))
u_edge = beta * edge

print(f"sites: {sites}")
print(f"nearest-neighbour matrix element: {hopping:.1f} eV")
print(f"chemical potential mu: {mu:.1f} eV")
print(f"k_B T: {kT:.1f} eV")
print(f"first Matsubara energy omega_1: {pi * kT:.4f} eV")
print(f"largest |level - mu|: {edge:.4f} eV")
print(f"largest beta|x|: {u_edge:.3f} (dimensionless)")
print(f"beta|x|/(2 pi) at that level: {u_edge / (2 * pi):.3f} (dimensionless)")
print(f"exact electron number per spin: {np.trace(exact):.5f}")
print("Largest occupation error (all dimensionless):")
print("  P | measured | law | measured/law | after subtraction | its bound")

running = 0.5 * np.eye(sites)
saved = {}
for k in range(1, 401):
    omega = (2 * k - 1) * pi / beta
    resolvent = np.linalg.inv(shifted - 1j * omega * np.eye(sites))
    running = running - (2 / beta) * resolvent.real
    if k in (5, 20, 100, 400):
        saved[k] = running.copy()

for pairs, density in saved.items():
    error_matrix = density - exact
    leading_matrix = beta * shifted / (2 * pi**2 * pairs)
    measured = np.linalg.norm(error_matrix, 2)
    law = leading_error(u_edge, pairs)
    corrected = np.linalg.norm(error_matrix - leading_matrix, 2)
    bound = remainder_bound(u_edge, pairs)
    assert law - bound < measured < law
    assert corrected < bound
    print(f"  {pairs} | {measured:.6f} | {law:.6f} | {measured / law:.5f}"
          f" | {corrected:.3e} | {bound:.3e}")

# Structure of the error matrix at P = 100
P = 100
error_matrix = saved[P] - exact
leading_matrix = beta * shifted / (2 * pi**2 * P)
number_error = np.trace(error_matrix)
number_law = np.trace(leading_matrix)
assert abs(number_error - number_law) < np.sum(remainder_bound(beta * levels, P))
i = sites // 2 - 1
bond_error, bond_law = error_matrix[i, i + 1], leading_matrix[i, i + 1]
assert abs(bond_error - bond_law) < remainder_bound(u_edge, P)
distance = np.abs(np.subtract.outer(np.arange(sites), np.arange(sites)))
distant_error = np.max(np.abs(error_matrix[distance > 1]))
assert distant_error < remainder_bound(u_edge, P)
print(f"P = {P}: electron-number error per spin, measured: {number_error:.6f}")
print(f"P = {P}: electron-number error per spin, law: {number_law:.6f}")
print(f"P = {P}: central-bond element, exact: {exact[i, i + 1]:.6f}")
print(f"P = {P}: central-bond error, measured: {bond_error:.6f}")
print(f"P = {P}: central-bond error, law: {bond_law:.6f}")
print(f"P = {P}: largest error between non-neighbours: {distant_error:.3e}")

# Pole pairs that guarantee a given occupation error
target = 1e-6
plain_pairs = int(np.ceil(u_edge / (2 * pi**2 * target)))
plain_error = pole_sum(u_edge, plain_pairs) - fermi(u_edge)
assert plain_error <= target + 1e-12  # allowance for rounding in the long sum
assert pole_sum(u_edge, int(0.99 * plain_pairs)) - fermi(u_edge) > target
corrected_pairs = 1
while remainder_bound(u_edge, corrected_pairs) > target:
    corrected_pairs += 1
corrected_error = max(
    abs(pole_sum(u, corrected_pairs) - leading_error(u, corrected_pairs) - fermi(u))
    for u in beta * levels)
assert corrected_error <= target
print(f"target occupation error: {target:.0e}")
print(f"pole pairs needed, plain sum: {plain_pairs}")
print(f"pole pairs sufficient, leading error subtracted: {corrected_pairs}")
print(f"largest error actually left with the latter: {corrected_error:.3e}")
print(f"error at beta x = 1e6 with P = 100: {far_error:.5f}")
print(f"half-plane sum, growth of imaginary part, P 1000 to 10000: {growth:.5f}")
print(f"ln(10)/(2 pi): {np.log(10) / (2 * pi):.5f}")
print("success")
```

Output:

```
sites: 40
nearest-neighbour matrix element: -1.0 eV
chemical potential mu: -0.5 eV
k_B T: 0.1 eV
first Matsubara energy omega_1: 0.3142 eV
largest |level - mu|: 2.4941 eV
largest beta|x|: 24.941 (dimensionless)
beta|x|/(2 pi) at that level: 3.970 (dimensionless)
exact electron number per spin: 16.68708
Largest occupation error (all dimensionless):
  P | measured | law | measured/law | after subtraction | its bound
  5 | 0.213274 | 0.252708 | 0.84395 | 3.943e-02 | 1.348e-01
  20 | 0.062354 | 0.063177 | 0.98698 | 8.227e-04 | 2.408e-03
  100 | 0.012629 | 0.012635 | 0.99947 | 6.735e-06 | 2.003e-05
  400 | 0.003159 | 0.003159 | 0.99997 | 1.053e-07 | 3.152e-07
P = 100: electron-number error per spin, measured: 0.101268
P = 100: electron-number error per spin, law: 0.101321
P = 100: central-bond element, exact: 0.306923
P = 100: central-bond error, measured: -0.005064
P = 100: central-bond error, law: -0.005066
P = 100: largest error between non-neighbours: 6.410e-07
target occupation error: 1e-06
pole pairs needed, plain sum: 1263542
pole pairs sufficient, leading error subtracted: 273
largest error actually left with the latter: 3.313e-07
error at beta x = 1e6 with P = 100: 0.49980
half-plane sum, growth of imaginary part, P 1000 to 10000: 0.36647
ln(10)/(2 pi): 0.36647
success
```
